# The Stoner–Wohlfarth particle: switching boundary and random assembly

## Problem

A small magnetic particle of volume $V$ is uniformly magnetized. Its moment has fixed length $m$ and can only turn. The particle has one easy axis, along the unit vector $\mathbf n$, and an anisotropy energy density $K>0$. In a flux density $\mathbf B$ its energy is

$$E=KV\sin^2\theta-\mathbf m\cdot\mathbf B ,$$

where $\theta$ is the angle between $\mathbf m$ and $\mathbf n$. The algebra is in atomic units, where the Bohr magneton is $\mu_B=1/2$. Define

$$B_K=\frac{2KV}{m},\qquad \mathbf h=\frac{\mathbf B}{B_K}.$$

The dipolar self-energy of a uniformly magnetized sphere does not depend on the direction of $\mathbf m$. For a spheroid with its symmetry axis along $\mathbf n$ it varies as $\sin^2\theta$ and is absorbed in $K$.

Temperature is zero and the field changes slowly, so the moment sits in an energy minimum and follows it until that minimum disappears.

1. For which fields does the energy have two minima?
2. A particle is saturated along $\mathbf u$, at an angle $\psi$ to its easy axis, and the field is then reversed. At what field does the moment jump? For which $\psi$ is this field smallest?
3. Many identical, non-interacting particles have easy axes distributed isotropically in space. What fraction of the saturation magnetization remains when a saturating field is removed?
4. What reversed field, to two digits in units of $B_K$, brings the magnetization of this assembly to zero?
5. Evaluate the results for spheres of radius 50 Å with $K=2\times10^{-6}$ eV/Å$^3$ and 0.15 $\mu_B$ per Å$^3$.

## Hints

1. Show first that the moment lies in the plane of $\mathbf n$ and $\mathbf h$. Then write the condition $e'=0$ as "parallel field component = a function of $\theta$" and count crossings.
2. At the jump, a minimum and a maximum of the in-plane energy merge.
3. Choose the sense of each $\mathbf n$ so that $\psi\le90^\circ$.
4. Ask whether any particle has jumped yet. Then use the angle between moment and $\mathbf u$, not $\psi$, as the integration variable.
5. Quote fields as the energy $\mu_BB$.

## Solution

### 1. Fields with two minima

Divide the energy by $2KV$. Since $mB/(2KV)=h$, and with $\hat{\mathbf m}$ the unit vector along $\mathbf m$,

$$e=\tfrac12\left[1-(\hat{\mathbf m}\cdot\mathbf n)^2\right]-\mathbf h\cdot\hat{\mathbf m}.$$

**The plane.** Because $\hat{\mathbf m}$ has fixed length, $e$ is stationary when its gradient is parallel to $\hat{\mathbf m}$:

$$\mathbf n\cos\theta+\mathbf h=\lambda\hat{\mathbf m}.$$

Let $h_\parallel$ and $h_\perp$ be the field components along and across $\mathbf n$, with $h_\perp>0$. The left side has no component normal to the plane of $\mathbf n$ and $\mathbf h$, so $\hat{\mathbf m}$ has none either, unless $\lambda=0$. But $\lambda=0$ would make $\mathbf h$ parallel to $\mathbf n$, which $h_\perp>0$ excludes. The moment therefore lies in the plane, and the component across $\mathbf n$ gives $h_\perp=\lambda\sin\theta$.

Tilting the moment out of the plane by $\varepsilon$ multiplies both $\hat{\mathbf m}\cdot\mathbf n$ and $\mathbf h\cdot\hat{\mathbf m}$ by $\cos\varepsilon$. The second derivative of $e$ at $\varepsilon=0$ is $\cos^2\theta+\mathbf h\cdot\hat{\mathbf m}$, which equals $\lambda$ (take the scalar product of the stationary condition with $\hat{\mathbf m}$). Within the plane,

$$e''=\cos2\theta+\mathbf h\cdot\hat{\mathbf m}=\lambda-\sin^2\theta .$$

Mirror symmetry in the plane forbids a mixed second derivative. So $e''>0$ implies $\lambda>0$: a state that is stable within the plane is stable in all directions. It also follows that $\sin\theta=h_\perp/\lambda>0$ at a minimum, so $0<\theta<\pi$ suffices.

**Counting minima.** In the plane $e=\frac12\sin^2\theta-h_\parallel\cos\theta-h_\perp\sin\theta$, and

$$e'=\sin\theta\cos\theta+h_\parallel\sin\theta-h_\perp\cos\theta=\sin\theta\,[h_\parallel-F(\theta)],$$

$$F(\theta)=h_\perp\cot\theta-\cos\theta,\qquad F'(\theta)=\frac{\sin^3\theta-h_\perp}{\sin^2\theta}.$$

Stationary points are crossings $F=h_\parallel$. There $e''=-\sin\theta\,F'$, so minima are the crossings where $F$ decreases.

$F$ runs from $+\infty$ at $\theta=0$ to $-\infty$ at $\theta=\pi$. If $h_\perp\ge1$ it decreases throughout, and there is one minimum. If $h_\perp<1$, it decreases up to $\theta_c$, rises between $\theta_c$ and $\pi-\theta_c$, and decreases again, where $\sin^3\theta_c=h_\perp$ and $\theta_c<90^\circ$. At the first turning point

$$F(\theta_c)=\cos\theta_c\left(\frac{h_\perp}{\sin\theta_c}-1\right)=\cos\theta_c(\sin^2\theta_c-1)=-\cos^3\theta_c ,$$

and at the second $F=+\cos^3\theta_c$. Two decreasing crossings exist when $h_\parallel$ lies between these values:

$$|h_\parallel|<\cos^3\theta_c=\left(1-h_\perp^{2/3}\right)^{3/2}.$$

Raise both sides to the power $2/3$. The sign of $h_\perp$ does not matter, by reflection, so two minima exist when

$$\boxed{|h_\parallel|^{2/3}+|h_\perp|^{2/3}<1 .}$$

The boundary is an astroid, with cusps at $|h|=1$ on the two axes. For $h_\perp=0$, the curvatures at $\theta=0$ and $\pi$ are $1+h_\parallel$ and $1-h_\parallel$. Both are positive for $|h_\parallel|<1$, in agreement.

### 2. Switching field

Choose the sense of $\mathbf n$ so that $0\le\psi\le90^\circ$ between $\mathbf n$ and $\mathbf u$. The reversed field $-h\mathbf u$ has $h_\parallel=-h\cos\psi$ and $|h_\perp|=h\sin\psi$. The minimum with $\theta<\theta_c$ is lost when $h_\parallel$ falls to $-\cos^3\theta_c$:

$$h\cos\psi=\cos^3\theta_c,\qquad h\sin\psi=\sin^3\theta_c .$$

The ratio gives $\tan^3\theta_c=\tan\psi$. Inserting both into $\cos^2\theta_c+\sin^2\theta_c=1$ gives

$$h_{sw}(\psi)=\left(\cos^{2/3}\psi+\sin^{2/3}\psi\right)^{-3/2}.$$

With $x=\cos^2\psi$ the bracket is $x^{1/3}+(1-x)^{1/3}$, which is concave and symmetric about $x=\frac12$. Its maximum is $2\cdot2^{-1/3}=2^{2/3}$, so the smallest switching field is $h_{sw}=\frac12$, at $\psi=45^\circ$. At $30^\circ$ and $60^\circ$ it is 0.524, and at $0^\circ$ and $90^\circ$ it is 1. At $90^\circ$ there is no jump: $\theta_c=\pi-\theta_c$, and the two minima merge smoothly.

### 3. Remanence

In the saturating direction $h_\parallel=h\cos\psi>0$. On $0<\theta<90^\circ$, $F$ starts at $+\infty$, has at most one turning point, and ends at zero. It therefore crosses the positive value $h_\parallel$ once, while decreasing. This minimum exists at every field strength, and at large field it is the sole one, so the moment follows it as the field is removed. A minimum needs $F'<0$, that is $\sin^3\theta<h_\perp$. As $h\to0$ this forces $\theta\to0$: each moment ends along its own $\mathbf n$.

For isotropic axes the fraction between $\psi$ and $\psi+d\psi$ is $\sin\psi\,d\psi$ on the hemisphere. Components across $\mathbf u$ average to zero, and

$$\frac{M_r}{M_s}=\int_0^{\pi/2}\cos\psi\sin\psi\,d\psi=\boxed{\tfrac12}.$$

### 4. Coercivity

Apply $-h\mathbf u$ with $h<\frac12$. By part 2 no particle has jumped. Each moment has turned by an angle $\delta$ from $\mathbf n$, away from $\mathbf u$, and makes the angle $\alpha=\psi+\delta$ with $\mathbf u$. Then

$$e=\tfrac12\sin^2\delta+h\cos(\psi+\delta),\qquad e'=\tfrac12\sin2\delta-h\sin\alpha=0 .$$

Hence $\sin2\delta=2h\sin\alpha<1$. Starting from zero, $\delta$ cannot pass $45^\circ$, so

$$\delta=\tfrac12\arcsin(2h\sin\alpha),\qquad \psi=\alpha-\delta(\alpha).$$

This gives $\psi$ explicitly in terms of $\alpha$, with

$$\frac{d\psi}{d\alpha}=1-\frac{h\cos\alpha}{\sqrt{1-4h^2\sin^2\alpha}}>0,$$

because $h^2\cos^2\alpha+4h^2\sin^2\alpha\le4h^2<1$. So $\alpha$ can replace $\psi$ as variable. The limit $\psi=0$ is $\alpha=0$. At $\psi=90^\circ$, $\sin2\delta=2h\cos\delta$ gives $\sin\delta=h$, so the upper limit is $\alpha_m=\pi/2+\arcsin h$. Integrating by parts,

$$\frac{M(-h)}{M_s}=\int_0^{\pi/2}\cos\alpha\,\sin\psi\,d\psi=\Big[-\cos\alpha\cos\psi\Big]-\int_0^{\alpha_m}\sin\alpha\cos\psi\,d\alpha .$$

The bracket is $0-(-1)=1$, so

$$\frac{M(-h)}{M_s}=1-\int_0^{\alpha_m}f\,d\alpha,\qquad f=\sin\alpha\,\cos\!\left[\alpha-\tfrac12\arcsin(2h\sin\alpha)\right].$$

For $h=0$ this returns $\frac12$.

The magnetization falls steadily. Differentiating $e'=0$ with respect to $h$ at fixed $\psi$ gives $e''\,d\delta/dh=\sin\alpha$, hence

$$\frac{d\cos\alpha}{dh}=-\frac{\sin^2\alpha}{e''}\le0 .$$

There is thus at most one zero below $h=\frac12$. To locate it, divide $0\le\alpha\le\alpha_m$ into twelve equal steps and use Simpson's rule:

| $j$ | $\alpha$ (deg), $h=0.475$ | $f$ | $\alpha$ (deg), $h=0.485$ | $f$ |
|---|---|---|---|---|
| 0 | 0.000 | 0.00000 | 0.000 | 0.00000 |
| 1 | 9.863 | 0.17060 | 9.918 | 0.17155 |
| 2 | 19.727 | 0.33201 | 19.835 | 0.33393 |
| 3 | 29.590 | 0.47559 | 29.753 | 0.47852 |
| 4 | 39.453 | 0.59369 | 39.671 | 0.59779 |
| 5 | 49.316 | 0.67999 | 49.589 | 0.68560 |
| 6 | 59.180 | 0.72952 | 59.506 | 0.73741 |
| 7 | 69.043 | 0.73805 | 69.424 | 0.74964 |
| 8 | 78.906 | 0.69978 | 79.342 | 0.71716 |
| 9 | 88.770 | 0.60325 | 89.259 | 0.62514 |
| 10 | 98.633 | 0.43850 | 99.177 | 0.45506 |
| 11 | 108.496 | 0.22371 | 109.095 | 0.23060 |
| 12 | 118.359 | 0.00000 | 119.012 | 0.00000 |

For $h=0.475$ the odd entries sum to 2.8912 and the inner even entries to 2.7935. The step is $9.863^\circ=0.17215$ rad, so

$$\frac{M}{M_s}=1-\frac{0.17215}{3}\left(4\times2.8912+2\times2.7935\right)=+0.016 .$$

The same sum for $h=0.485$ gives $-0.007$. Adaptive quadrature changes each value by less than $10^{-4}$, too little to affect a sign. The zero lies between 0.475 and 0.485, so

$$\boxed{B_c=0.48\,B_K .}$$

A root search with the adaptive quadrature gives 0.4822.

Since $h_c<\frac12$, the magnetization reaches zero by rotation alone. If the field is removed at this point, every $\delta$ returns to zero and the remanence $\frac12$ is restored. Zero magnetization in the field is not a demagnetized state.

### 5. Numbers

The volume is $V=\frac{4\pi}{3}(50)^3=5.24\times10^5$ Å$^3$. The moment is $0.15\,\mu_B$ per Å$^3$ times $V$, so $V$ cancels in the anisotropy field:

$$\mu_BB_K=\frac{2\times2\times10^{-6}}{0.15}=2.67\times10^{-5}\ \text{eV},\quad\text{or } B_K=0.46\ \text{T}.$$

- Coercive field: $\mu_BB_c=0.482\times2.67\times10^{-5}=1.29\times10^{-5}$ eV, or 0.22 T.
- Switching field of one particle at $\psi=30^\circ$: $0.524\times2.67\times10^{-5}=1.40\times10^{-5}$ eV.
- Remanent moment density within the particles: $0.075\,\mu_B$ per Å$^3$.

The barrier at zero field is $KV=1.05$ eV, about 40 times the thermal energy 0.0259 eV at 300 K. The fields above are nevertheless zero-temperature values, because a reversed field lowers the barrier long before the astroid is reached. For $\psi=0$, $e=\frac12\sin^2\theta+h\cos\theta$ has its maximum $\frac12(1+h^2)$ at $\cos\theta=h$ and its minimum $h$ at $\theta=0$, so the barrier is $KV(1-h)^2$. With an attempt frequency of order $10^9$ s$^{-1}$, a barrier of $25\,k_BT$ is crossed in about a minute, and at 300 K this barrier is reached at $h\approx0.21$, a fifth of the switching field. At room temperature these particles therefore reverse by thermal activation well below $h_{sw}$, and the coercivity is well below 0.22 T and depends on the sweep rate. The results also fail if the particles interact, or if they are large enough to reverse non-uniformly. Here the moment density corresponds to $\mu_0M=1.75$ T. The dipole field on the axis of a neighbour at centre distance $d$ is $\mu_0M\,\frac23(R/d)^3$, with $R$ the radius: 0.15 T for touching spheres, comparable to $B_c$, and 0.02 T at $d=4R$. The numbers apply to well-separated particles.

## Variation 1: easy axes random in a plane

Let the axes be uniformly distributed in a plane that contains $\mathbf u$. The argument of part 3 still puts each moment along its own $\mathbf n$, but the weight is now $(2/\pi)\,d\psi$:

$$\frac{M_r}{M_s}=\frac2\pi\int_0^{\pi/2}\cos\psi\,d\psi=\frac2\pi .$$

This exceeds $\frac12$, because the factor $\sin\psi$ that favours axes far from $\mathbf u$ is absent.

## Variation 2: initial slope of the reversed branch

For the isotropic assembly, use the response $-\sin^2\alpha/e''$ at $h=0$. There $\delta=0$, $\alpha=\psi$ and $e''=\cos2\delta-h\cos\alpha=1$. Averaging,

$$\left.\frac{d}{dh}\frac{M(-h)}{M_s}\right|_{0}=-\int_0^{\pi/2}\sin^3\psi\,d\psi=-\frac23,\qquad \frac{M(-h)}{M_s}\approx\frac12-\frac{2h}{3}.$$

At $h=0.2$ this gives 0.367, while the full integral gives 0.349. Extended to zero magnetization, the line would give $h=0.75$, far above 0.48. The straight line misses two effects. To first order in $h$, $\delta=h\sin\psi$, so $\sin^2\alpha\approx\sin^2\psi\,(1+2h\cos\psi)$ and $e''\approx1-h\cos\psi$, and the response becomes $-\sin^2\psi\,(1+3h\cos\psi)$. Two thirds of this correction comes from the moments turning away from $\mathbf u$, and one third from the softening of the minima. Since $\int_0^{\pi/2}\sin^3\psi\cos\psi\,d\psi=\frac14$, the next term in $M/M_s$ is $-3h^2/8$, which gives 0.352 at $h=0.2$. Near $h=\frac12$ the softening becomes unbounded in its effect: for $\psi=45^\circ$, $e''\to0$ as $h\to\frac12$ while $\alpha\to90^\circ$, so the response of these particles grows without limit.

Numbers in the example were calculated in double precision.
